Slater radial integrals as one-dimensional integrals of Bessel-transformed overlap densities

**The coupled radii**

Two electrons in an atom repel each other with the energy 1/r12. Each orbital is a radial function times a spherical harmonic, but r12 mixes the two radii with the angle γ between the position vectors. The Legendre expansion separates off the angle:

1/r12 = Σ_k [r<^k / r>^(k+1)] P_k(cos γ).

Here r< and r> are the smaller and larger of r1 and r2. The radii remain coupled: the formula changes form at r1 = r2, so the inner electron must be identified at every pair of points. The question is whether the radial kernel can be written as a superposition of products, one factor for each electron.

Hartree atomic units are used. An orbital has the real radial function P(r) = r × R(r), with ∫P² dr = 1. The Slater integral is

R^k(ab,cd) = ∫∫ P_a(r1) P_b(r2) [r<^k / r>^(k+1)] P_c(r1) P_d(r2) dr1 dr2.

Electron 1 carries the overlap density ρ_ac = P_a P_c, and electron 2 carries ρ_bd = P_b P_d. The direct and exchange cases are F^k(a,b) = R^k(ab,ab) and G^k(a,b) = R^k(ab,ba). All radial integrals run from 0 to ∞.

**First case: k = 0 and two 1s electrons**

For k = 0 the kernel is 1/r>. Since j_0(x) = sin x / x, consider

I_0 = ∫_0^∞ j_0(qr1) j_0(qr2) dq = [1/(r1 r2)] ∫_0^∞ sin(qr1) sin(qr2) / q² dq.

The product of sines is ½[cos q(r1 − r2) − cos q(r1 + r2)]. For n ≥ 0, integration by parts gives

∫_0^∞ (1 − cos nq)/q² dq = n ∫_0^∞ sin(nq)/q dq = πn/2,

because the boundary terms vanish at both ends. Writing the difference of cosines as a difference of two such expressions,

I_0 = [1/(r1 r2)] · ½ · (π/2) [(r1 + r2) − |r1 − r2|] = (π/2) r< / (r1 r2) = π/(2r>).

Therefore 1/r> = (2/π) ∫ j_0(qr1) j_0(qr2) dq. The case distinction has disappeared, and each value of q contributes a product.

Now take both electrons in the hydrogenic orbital P_1s = 2Z^(3/2) r e^(−Zr). With β = 2Z, the transform of its density is

F(q) = ∫ 4Z³ r² e^(−βr) [sin(qr)/(qr)] dr = (4Z³/q) Im ∫ r e^(−(β−iq)r) dr.

The last integral is 1/(β − iq)², whose imaginary part is 2βq/(β² + q²)². Hence

F(q) = 8Z³β/(β² + q²)² = 16Z⁴/(4Z² + q²)².

As a limit, q → 0 gives F = 1, which is the normalization of the orbital. The repulsion integral becomes, with q = βx,

F^0(1s,1s) = (2/π) ∫ β⁸/(β² + q²)⁴ dq = (2β/π) ∫_0^∞ dx/(1 + x²)⁴.

Integrals of this type recur. The substitution t = x²/(1 + x²) gives 1 + x² = 1/(1 − t) and dx = ½ t^(−1/2) (1 − t)^(−3/2) dt, so that

J(m,n) = ∫_0^∞ x^(2m)/(1 + x²)^n dx = ½ ∫_0^1 t^(m−1/2) (1 − t)^(n−m−3/2) dt
= Γ(m + ½) Γ(n − m − ½) / [2Γ(n)].

Here J(0,4) = 5π/32, and F^0(1s,1s) = 5β/16 = 5Z/8. For Z = 1 this is 0.625 hartree, or 17.007 eV.

**General k: the kernel by a contour integral**

Let a ≤ b be the two radii, and define

I_k = ∫_0^∞ j_k(qa) j_k(qb) dq.

The function j_k has parity (−1)^k, so the product is even in q and I_k is half the integral over the whole real line. The second spherical Bessel function y_k has parity (−1)^(k+1). The product j_k(qa) y_k(qb) is therefore odd, and its principal-value integral vanishes. With h_k = j_k + i y_k,

I_k = ½ PV ∫_{−∞}^{∞} j_k(qa) h_k(qb) dq.

Near the origin,

j_k(x) = [x^k/(2k+1)!!] [1 + O(x²)],
y_k(x) = −[(2k−1)!!/x^(k+1)] [1 + O(x²)].

Both brackets are even power series that converge everywhere. Since (2k−1)!!/(2k+1)!! = 1/(2k+1), the powers of q combine to

j_k(qa) h_k(qb) = −i a^k / [(2k+1) b^(k+1) q] + regular terms.

There is a simple pole at q = 0 and no other singularity at finite q. Its residue is −i a^k/[(2k+1) b^(k+1)].

Close the path with a large semicircle of radius Q in the upper half plane, and pass above the origin on a small semicircle. The function h_k(qb) equals e^(iqb) times a polynomial in 1/q without constant term. The function j_k(qa) is a combination of e^(iqa) and e^(−iqa) with similar factors. On the large arc the product is thus bounded by

C e^(−(b−a) Im q) / |q|² ≤ C/Q².

The arc has length πQ, so its contribution is at most πC/Q and vanishes as Q → ∞. This holds for a = b as well. The small semicircle is traversed clockwise and contributes −πi times the residue. No singularity is enclosed, so the total is zero and

PV ∫ j_k(qa) h_k(qb) dq = πi · (−i) a^k/[(2k+1) b^(k+1)] = π a^k/[(2k+1) b^(k+1)].

Half of this is I_k. Solving for the kernel,

r<^k / r>^(k+1) = [2(2k+1)/π] ∫_0^∞ j_k(qr1) j_k(qr2) dq.

For k = 0 this returns the result found with sines. For k = 1, r1 = 1 bohr and r2 = 2 bohr, the left side is 1/4 bohr⁻¹, and direct quadrature over q gives 0.250000 bohr⁻¹. Over k = 0 to 4 and three pairs of unequal radii, the largest deviation is 6.6×10⁻⁷ bohr⁻¹ with the q integral cut at 2000 bohr⁻¹.

Equal radii converge more slowly. There the integrand tends to a squared sine or cosine divided by (qr)², whose average is 1/(2q²r²). The part omitted beyond a cutoff Q then falls as 1/Q. At unequal radii the leading terms oscillate about zero, and the omitted part falls as 1/Q².

**From the kernel to R^k**

Define the Bessel transform of an overlap density by

F^k_ac(q) = ∫_0^∞ P_a(r) P_c(r) j_k(qr) dr.

No additional r² appears, because the two factors r in P_a P_c already contain it. Inserting the kernel in R^k gives a triple integral. To carry out the q integration last, its absolute convergence must be established. The Cauchy–Schwarz inequality and the kernel formula at equal radii give

∫ |j_k(qr1) j_k(qr2)| dq ≤ [∫ j_k(qr1)² dq · ∫ j_k(qr2)² dq]^(1/2) = π / [2(2k+1) √(r1 r2)].

The triple integral therefore converges absolutely if ∫|ρ| r^(−1/2) dr is finite for both densities. Bound orbitals satisfy this: P vanishes at the origin and decays exponentially at large r. Fubini's theorem then permits the interchange, and at each q the radial integrals separate:

R^k(ab,cd) = [2(2k+1)/π] ∫_0^∞ F^k_ac(q) F^k_bd(q) dq.

The transforms are dimensionless and dq is an inverse length, as an energy in hartree requires. The integral is one-dimensional once the transforms are known; each transform costs a radial integral of its own. If both orbitals in a density belong to the continuum, ρ does not decay and the sufficient condition fails. The interchange then needs a separate argument.

Two general properties follow. In an exchange integral both densities are ρ_ab, so

G^k(a,b) = [2(2k+1)/π] ∫ [F^k_ab(q)]² dq ≥ 0,

even when ρ_ab changes sign. Applying Cauchy–Schwarz to the q integral for different densities gives

|R^k(ab,cd)| ≤ [G^k(a,c) G^k(b,d)]^(1/2).

A special case shows the physical meaning of R^k. Suppose ρ_ac lies entirely inside some radius and ρ_bd entirely outside it. Then r1 is always r<, and the kernel gives

R^k = [∫ρ_ac r^k dr] [∫ρ_bd r^(−k−1) dr].

This is a multipole moment of the inner density multiplied by the field factor of the outer one. The same moment governs the transform at small q, where the first term of j_k gives

F^k_ac(q) ≈ [q^k/(2k+1)!!] ∫ρ_ac r^k dr.

This holds when the moment is not zero. For k = 0 and two orthogonal radial functions it vanishes, and the transform begins with a higher power of q.

**Closed transforms for exponential densities**

Products of hydrogenic orbitals are sums of terms r^n e^(−βr). The basic integral follows from the series

j_k(x) = Σ_m (−1)^m x^(k+2m) / [2^m m! (2k+2m+1)!!].

Multiply by r^(k+1) e^(−βr) and integrate term by term, which is allowed for 0 ≤ q < β because the resulting series converges absolutely. Each term contains

∫ r^(2k+2m+1) e^(−βr) dr = (2k+2m+1)!/β^(2k+2m+2).

Dividing the factorial by (2k+2m+1)!! leaves (2k+2m)!! = 2^(k+m) (k+m)!. The factor 2^m cancels, and

∫ r^(k+1) e^(−βr) j_k(qr) dr = [(2q)^k/β^(2k+2)] Σ_m (−1)^m [(k+m)!/m!] (q²/β²)^m.

The binomial series sums to k!/(1 + q²/β²)^(k+1). Hence

∫ r^(k+1) e^(−βr) j_k(qr) dr = k! (2q)^k / (β² + q²)^(k+1).

Both sides are analytic for |Im q| < β, a strip containing the real axis, so the result holds for all real q. Each further power of r is produced by −d/dβ.

**Exchange between 1s and 2p**

With P_2p = [Z^(5/2)/(2√6)] r² e^(−Zr/2), the overlap density is

ρ = (Z⁴/√6) r³ e^(−βr), β = 3Z/2.

For k = 1 the basic integral is 2q/(β² + q²)². Applying −d/dβ gives 8βq/(β² + q²)³, and so

F^1(q) = (Z⁴/√6) 8βq/(β² + q²)³.

At small q this tends to 8Z⁴q/(√6 β⁵). The moment formula predicts (q/3)(Z⁴/√6)(4!/β⁵), which is the same.

For Z = 1, substitute q = βx. The powers of β are 2 from the squared prefactor, 3 from q² dq and −12 from the denominator:

G^1(1s,2p) = (6/π)(64β²/6) ∫ q²/(β² + q²)⁶ dq = [64/(πβ⁷)] J(1,6).

Since J(1,6) = 7π/512,

G^1(1s,2p) = (7/8)(2/3)⁷ = 112/2187 = 0.051212 hartree = 1.3935 eV.

**A quadrupole case**

For two 2p electrons and k = 2, again with Z = 1, the density is r⁴e^(−r)/24. The basic integral 8q²/(β² + q²)³ becomes 48βq²/(β² + q²)⁴ after −d/dβ. Dividing by 24 and setting β = 1,

F^2(q) = 2q²/(1 + q²)⁴.

With J(2,8) = 9π/4096,

F^2(2p,2p) = (10/π) · 4 · J(2,8) = 360/4096 = 45/512 = 0.087891 hartree = 2.3916 eV.

The dependence on Z needs no new calculation. Hydrogenic orbitals obey P_Z(r) = √Z P_1(Zr), so their transforms depend on q/Z alone. Changing variable in the q integral gives R^k(Z) = Z R^k(1).

**Two different densities, one changing sign**

The integral R^1(1s3s,2p2p) is the radial part of the coupling between the configurations 1s3s and 2p². Electron 1 has the density 1s2p and electron 2 has 3s2p. For Z = 1,

P_3s = [2/(81√3)] r (27 − 18r + 2r²) e^(−r/3),

where all orbitals are chosen positive near the origin. The second density is

ρ_bd = [1/(243√2)] r³ (27 − 18r + 2r²) e^(−βr), β = 5/6.

Let D = β² + q², and let M_n be the k = 1 transform of r^n e^(−βr). Repeated use of −d/dβ gives

M_3 = 8βq/D³,
M_4 = −8q/D³ + 48β²q/D⁴,
M_5 = −144βq/D⁴ + 384β³q/D⁵.

Therefore F^1_bd = [27M_3 − 18M_4 + 2M_5]/(243√2).

The 3s orbital has nodes at 1.902 and 7.098 bohr, and ρ_bd is negative between them. Its transform also changes sign. It is 0.0226 at q = 0.1 bohr⁻¹, −0.1160 at 0.5 and 0.0154 at 1.5. The transform of 1s2p is positive for q > 0, so the integrand takes its sign from the 3s2p factor. At q = 0.5,

(6/π) × 0.156767 × (−0.115961) = −0.0347 hartree·bohr.

The accumulated integral shows how the total arises:

- from 0 to 0.25 bohr⁻¹: +0.000234 hartree;
- from 0.25 to 1 bohr⁻¹: −0.015738 hartree;
- from 1 to 5 bohr⁻¹: +0.001834 hartree.

Their sum is −0.013670 hartree, and to this accuracy nothing remains beyond 5 bohr⁻¹. The full integral is −0.013670 hartree, or −0.3720 eV.

The negative sign has a direct reading in ordinary space. The 1s2p density and the kernel are both positive, so electron 2 sees a positive potential. A negative result means that the region between the 3s nodes outweighs the two positive regions. The sign belongs to the chosen orbital phases: reversing 1s or 3s reverses it, while reversing 2p changes both densities and leaves it unaltered.

The Cauchy–Schwarz bound on the magnitude is 0.021967 hartree. The integral reaches 62% of it, since the two transforms are not proportional to each other.

For this integral, the three evaluated above and G^1(3s,2p) = 0.009422 hartree, which enters the bound, the q formula evaluated numerically agrees with the double radial integral taken from the definition of R^k to within 2×10⁻⁹ hartree. The q integral was cut at 40 bohr⁻¹ there, far below the 2000 bohr⁻¹ used for the bare kernel. The closed forms show why this suffices: the integrand falls as q⁻⁸ for 1s1s and as q⁻¹⁰ for the 1s2p exchange integral, whereas at fixed radii it falls as q⁻².

These energies belong to hydrogenic test orbitals with Z = 1. In a many-electron atom, self-consistent orbitals would change the densities and hence the numbers. The q formula would remain valid for them under the integrability condition stated above.

Computed results

```
Kernel check, k=1, r1=1 bohr, r2=2 bohr, q up to 2000 1/bohr:
  q quadrature = 0.250000 1/bohr
  r</r>^2      = 0.250000 1/bohr
Largest kernel error, k=0..4, unequal radii: 6.6e-07 1/bohr
Hydrogenic orbitals, Z = 1; integrals in hartree
integral          q formula (q<40)  double r integral
F^0(1s,1s)        0.625000000       0.625000000
G^1(1s,2p)        0.051211706       0.051211706
F^2(2p,2p)        0.087890625       0.087890625
G^1(3s,2p)        0.009422437       0.009422438
R^1(1s3s,2p2p)    -0.013669891       -0.013669891
Exact values (hartree) and conversion (eV):
  F^0(1s,1s) = 5/8 = 0.62500000 hartree = 17.00712 eV
  G^1(1s,2p) = 112/2187 = 0.05121171 hartree = 1.39354 eV
  F^2(2p,2p) = 45/512 = 0.08789062 hartree = 2.39163 eV
  R^1(1s3s,2p2p) = -0.01366989 hartree = -0.37198 eV
Cauchy-Schwarz bound on |R^1(1s3s,2p2p)| = 0.02196677 hartree
Nodes of the 3s orbital: 1.9019, 7.0981 bohr
Table for R^1(1s3s,2p2p): q in 1/bohr, transforms dimensionless,
integrand (with factor 6/pi) in hartree*bohr, running sum in hartree
  q      F_1s2p      F_3s2p      integrand   running sum
 0.10    0.042440    0.022634    0.001835    0.000071
 0.25    0.099038   -0.016828   -0.003183    0.000234
 0.50    0.156767   -0.115961   -0.034719   -0.004902
 0.75    0.165154   -0.069211   -0.021831   -0.012731
 1.00    0.142710   -0.010133   -0.002762   -0.015505
 1.50    0.080642    0.015385    0.002370   -0.014649
 2.00    0.040132    0.009295    0.000712   -0.013929
 3.00    0.010322    0.002319    0.000046   -0.013689
 5.00    0.001211    0.000250    0.000001   -0.013670
```
